# Final-tank concentration of an n-stage countercurrent rinse, derived in two ways

## First derivation: balances on the tanks

Take one rinse tank after a plating bath. Each piece of work leaves the bath wet, and the liquid film on it carries bath solution into the tank. Let \(D\) be the volume of film carried per hour and \(C_0\) the concentration of the dissolved metal in the bath. Clean water enters the tank at the volume rate \(Q\), and the excess runs over a weir to the drain. The work leaves the tank wet as well, again with a film of volume rate \(D\).

Two assumptions make this case simple. The tank is well mixed, so one concentration \(C_1\) describes all its liquid. The film is fully exchanged with the tank, so it leaves at concentration \(C_1\) too. Once the concentration has stopped changing, the metal entering per hour equals the metal leaving per hour. Metal enters with the bath film and leaves with the outgoing film and the overflow:

\[
D C_0 = D C_1 + Q C_1 .
\]

Dividing by \(D\) and writing

\[
R = \frac{Q}{D}
\]

for the ratio of water flow to drag-out gives

\[
C_1 = \frac{C_0}{1+R}.
\]

The tank dilutes the bath liquid with \(R\) volumes of water for each volume of film. A dilution by a factor of several thousand therefore needs several thousand volumes of water per volume of film.

Now add a second tank. The work goes from the bath to tank 1 and then to tank 2. The water goes the other way: it enters tank 2 clean, overflows into tank 1 and leaves tank 1 for the drain. Tank 2 receives metal from the film that left tank 1, and tank 1 receives metal from the bath film and from the overflow of tank 2. The two balances are

\[
D C_1 = (D+Q)\,C_2, \qquad D C_0 + Q C_2 = (D+Q)\,C_1 .
\]

Divide both by \(D\). The first gives \(C_1=(1+R)C_2\). Putting this into the second gives

\[
C_0 + R C_2 = (1+R)^2 C_2 ,
\]

and moving \(RC_2\) to the right,

\[
C_0 = \left(1+2R+R^2-R\right)C_2 = \left(1+R+R^2\right) C_2 .
\]

The subtracted \(R\) is the cost of using the water twice: the overflow brings some metal back from tank 2 to tank 1. The gain is the term \(R^2\), obtained with a single stream of water.

The gain can be judged against two tanks that share the same total water flow but are fed separately, each with clean water at the rate \(Q/2\). Each then dilutes by \(1+R/2\), and together they dilute by

\[
\left(1+\frac R2\right)^2 = 1+R+\frac{R^2}{4}.
\]

This is less than \(1+R+R^2\). At equal total water and equal drag-out, the countercurrent pair rinses better.

The one-tank and two-tank results suggest that \(n\) tanks dilute by the sum \(1+R+\dots+R^n\). To prove it, number the tanks from 1, next to the bath, to \(n\), where the clean water enters. Let \(C_k\) be the steady concentration in tank \(k\), and let \(Q_k\) be the overflow that leaves tank \(k\) towards tank \(k-1\), or towards the drain when \(k=1\). The fresh feed is \(Q_{n+1}=Q\).

The volume balance comes first. The liquid level in each tank is constant, evaporation is neglected, and volumes are taken to add on mixing. Tank \(k\) receives the film \(D\) and the overflow \(Q_{k+1}\), and it loses the film \(D\) and the overflow \(Q_k\):

\[
D+Q_{k+1} = D+Q_k .
\]

Drag-in and drag-out cancel because they are equal. Hence \(Q_k=Q_{k+1}\) for every tank, and all the overflows equal the feed \(Q\). This is where the assumption of equal drag-in and drag-out does its work: one ratio \(R\) then serves for the whole line.

For the metal, if tank \(k\) has volume \(V\), its content changes at the rate

\[
V\frac{dC_k}{dt} = D C_{k-1} + Q C_{k+1} - (D+Q)\,C_k .
\]

The positive terms are what the film and the water bring in, and the negative term is what they carry away. No metal is lost by reaction or deposition in the rinse. In the steady state the left side is zero, and the volume drops out:

\[
D C_{k-1} + Q C_{k+1} = (D+Q)\,C_k , \qquad k=1,\dots,n. \tag{1}
\]

For \(k=1\) the symbol \(C_0\) is the bath concentration, which is held constant. For \(k=n\) the water arriving is the clean feed, so we set \(C_{n+1}=0\). With these two conventions the end tanks obey the same equation as the others.

Divide (1) by \(D\) and split the right side into \(C_k+RC_k\). Taking \(C_k\) to the left and \(RC_{k+1}\) to the right gives

\[
C_{k-1}-C_k = R\,(C_k-C_{k+1}) . \tag{2}
\]

At each step along the line the drop in concentration is divided by \(R\), so the drops shrink for \(R>1\) and grow for \(R<1\). Name the drops

\[
d_k = C_k - C_{k+1}, \qquad k=0,\dots,n .
\]

Equation (2) says \(d_{k-1}=R\,d_k\). The last drop is \(d_n=C_n-0=C_n\). Working back from it, \(d_{n-1}=RC_n\), \(d_{n-2}=R^2C_n\), and in general

\[
d_k = R^{\,n-k} C_n .
\]

Add all the drops from \(k=0\) to \(k=n\). On the left each intermediate concentration appears once with a plus sign and once with a minus sign, so that \(C_0-C_{n+1}=C_0\) remains. Therefore

\[
C_0 = C_n\, S_n(R), \qquad S_n(R) = 1+R+R^2+\dots+R^n . \tag{3}
\]

To sum the series, multiply it by \(R\) and subtract the original. All terms cancel except the highest and the lowest:

\[
R S_n - S_n = R^{n+1}-1 .
\]

For \(R\neq1\) we may divide by \(R-1\), and (3) becomes

\[
C_n = C_0\,\frac{R-1}{R^{n+1}-1} . \tag{4}
\]

For \(R=1\) the fraction has the form \(0/0\), but the sum itself gives no trouble. It has \(n+1\) terms equal to 1, so \(C_n=C_0/(n+1)\).

The same drops give the concentration in every tank. Adding them from tank \(k\) onward gives \(C_k-C_{n+1}=C_k\) on the left and \(C_n(1+R+\dots+R^{n-k})\) on the right. With the series summed and (4) inserted,

\[
C_k = C_n\,\frac{R^{\,n+1-k}-1}{R-1} = C_0\,\frac{R^{\,n+1-k}-1}{R^{n+1}-1} . \tag{5}
\]

At \(k=0\) this returns \(C_0\), and at \(k=n+1\) it returns zero, as it must.

A second useful relation comes from drawing a boundary around tanks \(k+1\) to \(n\) together. Metal enters this group with the film from tank \(k\). It leaves with the overflow of tank \(k+1\) and with the film on the finished work:

\[
D C_k = Q C_{k+1} + D C_n , \qquad\text{so}\qquad C_k = R C_{k+1}+C_n . \tag{6}
\]

The case \(k=0\) is the balance of the whole line. Relation (6) also shows how the dilution is shared. The step into the last tank has \(C_{n-1}/C_n=R+1\), because its water is clean. The earlier steps have \(C_k/C_{k+1}=R+C_n/C_{k+1}\). For \(R\) well above 1 this is close to \(R\), since \(C_n\) is then much smaller than \(C_{k+1}\).

The limits of (4) show three kinds of behaviour. Without water, \(R=0\) and \(C_n=C_0\): in the steady state the tanks have filled with bath liquid. For \(0<R<1\) the power \(R^{n+1}\) vanishes as tanks are added, and \(C_n\) tends to \(C_0(1-R)\). The water is then too little to carry all the metal back, and extra tanks cannot remove this remainder. For \(R>1\) the final concentration falls towards zero as \(n\) grows, nearly by a factor \(R\) per tank once \(R^n\) is large.

For large \(R\) the highest power dominates the sum, and \(C_n\approx C_0/R^n\). The ratio of this estimate to the full result is

\[
\frac{C_0/R^n}{C_n} = \frac{R^{n+1}-1}{R^n(R-1)} = \frac{R}{R-1}\left(1-\frac{1}{R^{n+1}}\right) .
\]

The estimate is thus too high, by nearly the factor \(R/(R-1)\).

The response to a small change of flow follows from the logarithm of (3). Since \(\ln C_n=\ln C_0-\ln S_n\),

\[
\frac{d\ln C_n}{d\ln R} = -\frac{R}{S_n}\frac{dS_n}{dR} = -\frac{\sum_{j=0}^{n} jR^j}{\sum_{j=0}^{n} R^j} .
\]

The right side is minus a weighted mean of the numbers 0 to \(n\). For large \(R\) the weight sits on \(j=n\), and one per cent more water lowers \(C_n\) by nearly \(n\) per cent. Because \(C_n/C_0\) depends on the flows through \(R\) alone, halving the drag-out at fixed water flow has the same effect on the final concentration as doubling the water at fixed drag-out.

For a worked example take a nickel plating bath with 80 000 mg/L of nickel, three rinse tanks, a drag-out of 2 L/h and a water flow of 40 L/h. Then \(R=40/2=20\), and the sum is

\[
S_3 = 1+20+400+8000 = 8421 .
\]

The final concentration is

\[
C_3 = \frac{80\,000\ \text{mg/L}}{8421} = 9.50\ \text{mg/L},
\]

which is 0.0095 g/L. By (6), \(C_2=(20+1)C_3=199.5\) mg/L, and \(C_1=20\,C_2+C_3=4000\) mg/L to the nearest mg/L. The estimate \(C_0/R^3\) gives 10.0 mg/L, which is 5.3 % above the full result, as the factor \(20/19\) requires.

The bath film brings in \(2\times80\,000\) mg/h, or 160 g/h of nickel. The finished work takes away \(2\times9.50=19.0\) mg/h, or 0.019 g/h. The rest leaves in the overflow of tank 1.

Turned round, (3) gives the water needed for a prescribed final concentration: solve \(S_n(R)=C_0/C_n\). The sum starts at 1 for \(R=0\) and rises without limit, so for any \(C_n\) below \(C_0\) there is one positive root. An extra tank adds a positive term to the sum, which lowers the root.

Keep the bath concentration, the drag-out and the final 9.50 mg/L fixed. One tank needs \(R=8421-1=8420\), or \(2\times8420=16\,840\) L/h. For two tanks the equation \(R^2+R-8420=0\) has the positive root

\[
R = \frac{-1+\sqrt{1+4\times8420}}{2} = 91.26 ,
\]

or 182.5 L/h. Three tanks need the 40 L/h of the example, and four need 18.6 L/h. The second tank brings by far the largest saving, and each further one saves less.

## Second derivation: the fate of one ion, and what each route assumes

The line has \(n\) well-mixed tanks, numbered from the bath. The work carries a film of volume rate \(D\) into and out of each tank, and water flows the other way at the rate \(Q\), with \(R=Q/D\). The bath has concentration \(C_0\), and tank \(k\) has the steady concentration \(C_k\). The balances gave \(C_0=C_nS_n\) with \(S_n=1+R+\dots+R^n\), that is,

\[
C_n = C_0\,\frac{R-1}{R^{n+1}-1}\quad (R\ne1).
\]

The example has \(C_0=80\,000\) mg/L, \(n=3\), \(D=2\) L/h, \(Q=40\) L/h, \(R=20\), \(S_3=8421\) and \(C_3=9.50\) mg/L.

The same result follows from the history of a single metal ion. Suppose the ion is in tank \(k\), whose volume is \(V\). In a short time \(dt\) a volume \(D\,dt\) leaves on the work and a volume \(Q\,dt\) leaves in the overflow. In a well-mixed tank the ion is equally likely to be in any part of the liquid. Its chances of leaving by the two routes are therefore \(D\,dt/V\) and \(Q\,dt/V\). Given that it leaves, it goes forward with the work with probability

\[
p = \frac{D}{D+Q} = \frac{1}{1+R},
\]

and back with the water with probability

\[
q = \frac{Q}{D+Q} = \frac{R}{1+R} .
\]

The tank volume has cancelled. It sets how long the ion stays, and has no influence on where it goes next.

Let \(X\) be the position of the ion. The values 1 to \(n\) are the tanks, \(X=0\) is the drain below tank 1, and \(X=n+1\) means that the ion has left on the finished work. An ion that comes over with the bath film starts at \(X=1\). It then steps up with probability \(p\) or down with probability \(q\), until it reaches 0 or \(n+1\), where it stays. We want the probability \(P\) that it ends at \(n+1\).

The ion does end at one of the two places, with probability 1. From any tank, at most \(n\) forward steps in a row take it out on the work, so in each block of \(n\) moves it leaves the line with probability at least \(p^n\). The chance that it is still in the line after \(m\) blocks is at most \((1-p^n)^m\), which tends to zero as \(m\) grows.

To find \(P\) without solving for every tank, look for a quantity whose mean does not change from step to step. Try \(s^X\) with a constant \(s\). One step from position \(x\) leaves the mean unchanged if

\[
p\,s^{x+1}+q\,s^{x-1} = s^x .
\]

Multiply by \((1+R)\), insert \(p\) and \(q\), and divide by \(s^{x-1}\):

\[
s^2 - (1+R)s + R = 0, \qquad (s-1)(s-R)=0 .
\]

The root \(s=1\) says that the mean of the constant 1 is 1. The root \(s=R\) is the useful one: the mean of \(R^X\) is conserved. Backward steps are \(R\) times as likely as forward ones, and the weight \(R^X\) makes up for this.

At the start \(X=1\), so the mean of \(R^X\) is \(R\), and it keeps this value after any number of steps. After many steps the ion is at \(n+1\) with probability \(P\) or at 0 with probability \(1-P\). The chance that it is still in a tank tends to zero, and since \(R^X\) is bounded on the finite line, that case adds nothing in the limit. Hence

\[
R = P\,R^{n+1} + (1-P)\,R^0 .
\]

Subtract 1 from both sides to get \(R-1=P\,(R^{n+1}-1)\), and so

\[
P = \frac{R-1}{R^{n+1}-1}, \qquad R\neq1 . \tag{7}
\]

For \(R=1\) the two roots coincide and \(R^X\) tells us nothing. Forward and backward steps are then equally likely, so the mean of \(X\) itself is conserved. This gives \(1=P\,(n+1)\), or \(P=1/(n+1)\).

It remains to turn a probability into a concentration. Metal enters tank 1 from the bath at the constant rate \(DC_0\), and the fraction \(P\) of it finally leaves on the work. Once the line has run long enough, the outflow on the work is \(P\,DC_0\). The same outflow is \(DC_n\), because the last film has the concentration of tank \(n\). Thus \(C_n=PC_0\), which is (4) again. In the example one nickel ion in 8421 stays with the work, and the others go down the drain.

The two routes share most of their physical assumptions. Both need well-mixed tanks and a film that is fully exchanged in each tank. Both need equal drag-in and drag-out: in the balances this makes all the overflows equal, and in the walk it gives every tank the same step probabilities. Both assume that metal is neither consumed nor deposited in the rinse.

They differ in what they say about time. The balances set the rate of change of each concentration to zero, so the steady state is assumed at the outset. They need no statement about individual ions. The walk follows single ions and requires that the next move of an ion depends only on the tank it is in, not on its earlier path, but (7) itself needs no steady state. It holds for tanks of different volumes. It also holds if both flows vary in time in the same proportion, provided they do not die away, since forward and backward exits keep the ratio \(1:R\). The steady state enters only when \(P\) is converted to \(C_n\).

The walk also explains the start-up. If the tanks are clean at first, the metal leaving on the work at time \(t\) comes from ions that have needed no longer than \(t\) to pass through. The ratio of \(C_n(t)\) to its steady value is therefore the fraction of the successful ions whose passage takes at most \(t\).

Each visit to a tank lasts on average \(V/(D+Q)\), whichever way the ion leaves. With tanks of 200 L this is \(200/42=4.8\) h. A successful ion makes at least three visits, so its mean passage time is at least 14 h. The time-dependent balances give 2.07 mg/L after 8 h, which is 21.8 % of the steady value, and 32.6 h to reach 95 %. If the tanks are refilled with clean water before each 8 h shift, the steady formula overstates the final concentration throughout the shift.

Clean feed water was a further assumption. Let the feed contain metal at concentration \(C_w\). If the bath also had concentration \(C_w\), every tank would have it too. The differences \(C_k-C_w\) therefore obey the old equations with a clean feed, and

\[
C_n = C_w + \frac{C_0-C_w}{S_n} .
\]

With 1 mg/L of nickel in the feed, the example gives \(1+79\,999/8421=10.5\) mg/L, a rise of 10.5 %. No amount of water brings the last tank below \(C_w\), as long as the bath is stronger than the feed.

Equal drag-in and drag-out can fail at the first tank, where a viscous bath may leave a thicker film than rinse water does. Let the bath film have volume rate \(aD\) and all later films \(D\). The surplus \((a-1)D\) leaves in the overflow of tank 1, which becomes \(Q+(a-1)D\). Beyond tank 1 nothing has changed, so \(C_1=S_{n-1}C_n\), as found by adding the drops from tank 1 onward. The balance of the whole line, divided by \(D\), is

\[
aC_0 = (R+a-1)\,C_1 + C_n = \left[R S_{n-1}+1+(a-1)S_{n-1}\right]C_n .
\]

Since \(RS_{n-1}+1=S_n\),

\[
C_n = \frac{a\,C_0}{S_n+(a-1)S_{n-1}} .
\]

For \(a=1.2\) the example gives \(96\,000/(8421+0.2\times421)=11.3\) mg/L, a rise of 18.8 %. The rise stays slightly below 20 % because the surplus volume adds to the overflow.

Incomplete exchange of the film can raise the final concentration far more than the two changes just computed. Suppose that in each tank a fraction \(e\) of the film is replaced by tank liquid and the rest stays on the work, and that the film becomes uniform again before the next tank, so that every dip replaces a fresh fraction \(e\) of it. Let \(F_k\) be the mean concentration of the film leaving tank \(k\), with \(F_0=C_0\). Then

\[
F_{k+1} = (1-e)F_k + e\,C_{k+1} .
\]

The balance of tanks \(k+1\) to \(n\) now reads \(DF_k=QC_{k+1}+DF_n\), so \(C_{k+1}=(F_k-F_n)/R\). Inserting this gives

\[
F_{k+1} = g F_k - \frac eR F_n, \qquad g = 1-e+\frac eR .
\]

Apply this \(n\) times, starting from \(F_0=C_0\). Each step multiplies what is already there by \(g\) and subtracts another \((e/R)F_n\):

\[
F_n = g^n C_0 - \frac eR F_n\left(1+g+\dots+g^{n-1}\right).
\]

Collecting the terms in \(F_n\),

\[
F_n = \frac{g^n\,C_0}{1+\dfrac eR\left(1+g+\dots+g^{n-1}\right)} . \tag{8}
\]

For \(e=1\) we have \(g=1/R\). Multiplying numerator and denominator by \(R^n\) then gives \(C_0/S_n\), the ideal result.

In the example with \(e=0.9\), \(g=0.1+0.9/20=0.145\), and (8) gives \(F_3=232\) mg/L. This is 24 times the ideal value, although each dip exchanges nine tenths of the film. With \(e=0.99\) the result is 16.0 mg/L, or 1.7 times the ideal value.

More water helps only down to a limit. As \(R\) grows without bound, \(g\) tends to \(1-e\), and \(F_n\) tends to \((1-e)^nC_0\). This is bath liquid that has passed every tank without being exchanged. It amounts to 80 mg/L for 90 % exchange and 0.08 mg/L for 99 %. In the first case the ideal 9.50 mg/L is out of reach at any water flow. What helps is a higher \(e\), through longer dips or agitation, or a further tank. The further tank helps only because the film is taken to mix between dips. If the same part of the film is held back in every tank, the floor is \((1-e)C_0\) whatever the number of tanks.

Two smaller effects remain. Evaporation of 0.2 L/h from each tank reduces the overflows of tanks 3, 2 and 1 by 0.5, 1.0 and 1.5 %. For large \(R\) each tank dilutes nearly in proportion to its own overflow, so the final concentration should rise by about the sum, 3.0 %. The full balances give 9.79 mg/L, also 3.0 % above the ideal value.

The second is that work arrives as separate racks. Let each rack carry a film volume \(v\), so that racks follow at intervals \(v/D\). Take each dip to be short compared with the interval between racks. In a single tank, let \(c\) be the concentration just after a dip. Until the next dip, clean water lowers it to \(ce^{-x}\), with \(x=Qv/(DV)\). When each cycle repeats the last, the metal balance of the dip is \(Vce^{-x}+vC_0=(V+v)c\), so

\[
c = \frac{C_0}{1+(V/v)(1-e^{-x})} \approx \frac{C_0}{1+R\,(1-x/2)} ,
\]

where \(1-e^{-x}\approx x(1-x/2)\) and \(Vx/v=R\) were used. With a short dip the film leaves when the tank is at its dirtiest, and for large \(R\) this raises the result by nearly the fraction \(x/2\). The sign depends on how long the rack stays. If it remains for half the interval the shift nearly vanishes, and if it remains for the whole interval the film leaves when the tank is cleanest and the result is lower by about the same fraction. The numbers that follow are for short dips.

With 0.1 L per rack, \(x=0.01\). If three tanks simply add their shares, the rise is about 1.5 %. Following the racks one by one through three tanks, from clean tanks to a repeating cycle, gives 9.636 mg/L, a rise of 1.4 %. Half the film per rack, at twice the rack rate, gives 9.568 mg/L. The excess has halved, and continuing this trend to vanishing film volume gives \(2\times9.568-9.636=9.500\) mg/L. The formula for a steady stream is thus recovered from a calculation that assumes neither continuous drag-out nor a steady state.

The example's bath strength is a rough typical value for nickel plating. The drag-out, water flow and tank volume are round values for a small line, and larger lines use more of each. At 40 L/h into 200 L the water alone stirs the tank weakly, so good mixing has to come from air, pumps or the moving racks. Work with blind holes, threads or overlapping parts holds back liquid and breaks the assumption of full exchange. If the held-back liquid mixes with the rest of the film between dips, (8) applies and the number moves from 9.50 to 16 mg/L at 99 % exchange, and to 232 mg/L at 90 %. If the same pocket of bath liquid stays unexchanged in every tank, as it can in a blind hole, the mean film concentration is at least \((1-e)C_0\): 800 mg/L for a pocket of 1 % of the film and 8000 mg/L for 10 %, whatever the water flow or the number of tanks. The exchanged fraction depends on the part and the dip, and has to be measured for a given line. A sample of the last tank does not reveal the problem in full, because the tank liquid is then cleaner than the film on the work. The numerical output below lists the values for this line.

## Numbers as computed

```
Bath nickel concentration: 80000 mg/L
Drag-out: 2.0 L/h; water flow: 40.0 L/h
Number of tanks: 3; volume of each: 200 L
Film per rack: 0.10 L; racks: 20 per h
Ratio R: 20.0 (no unit)
Sum 1 + R + ... + R^n: 8421 (no unit)
Tank 1 concentration: 3999.525 mg/L
Tank 2 concentration: 199.501 mg/L
Tank 3 concentration: 9.500 mg/L
Final concentration: 0.009500 g/L
Large-R estimate C_0/R^n: 10.000 mg/L (+5.26 %)
Nickel carried in from bath: 160.000 g/h
Nickel leaving in overflow: 159.981 g/h
Nickel leaving on the work: 0.0190 g/h
Water needed for the same final concentration:
  1 tank(s): R = 8420.00, water = 16840.0 L/h
  2 tank(s): R = 91.26, water = 182.5 L/h
  3 tank(s): R = 20.00, water = 40.0 L/h
  4 tank(s): R = 9.31, water = 18.6 L/h
Final film concentration with one neglected effect restored:
  film exchange 99 %: 16.01 mg/L, 1.69 times ideal
    floor at unlimited water: 0.08 mg/L
  film exchange 90 %: 231.73 mg/L, 24.39 times ideal
    floor at unlimited water: 80.00 mg/L
  bath film 1.2 times rinse film: 11.287 mg/L (+18.81 %)
  feed water with 1.0 mg/L nickel: 10.500 mg/L (+10.53 %)
  evaporation 0.2 L/h per tank: 9.788 mg/L (+3.03 %)
  separate racks: 9.636 mg/L (+1.43 %)
  separate racks, half film: 9.568 mg/L (+0.71 %)
After 8 h from clean tanks: 2.074 mg/L (21.8 % of steady)
Time to reach 95 % of steady value: 32.6 h
```
